# Inverting the Kirkwood–Fröhlich equation for liquid water: verification in Python

```python
# Result under test: the Kirkwood-Froehlich equation
#   (k-e)(2k+e) / (k (e+2)^2) = N g mu^2 / (9 eps0 kB T)
# k: static relative permittivity, e: high-frequency permittivity,
# N: number density, mu: gas dipole, g: orientational correlation factor,
# T: temperature. A molecule is modelled as a sphere of permittivity e
# with a central source dipole m = (e+2) mu / 3.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

k_static = 78.4
e_high = 1.78
temperature = 298.0
mu_debye = 1.85
density_g_cm3 = 0.997
molar_mass_g = 18.015
debye = 1e-21 / const.c
mu = mu_debye * debye
number_density = density_g_cm3 * 1e6 / molar_mass_g * const.N_A
thermal = const.k * temperature


def correlation_factor(k, e, dipole):
    left = (k - e) * (2*k + e) / (k * (e + 2)**2)
    right_per_g = number_density * dipole**2 / (9*const.epsilon_0*thermal)
    return left / right_per_g


def permittivity_from_g(g, e):
    strength = g*number_density*mu**2*(e+2)**2/(9*const.epsilon_0*thermal)
    b = strength + e
    return (b + np.sqrt(b*b + 8*e*e)) / 4


# Finite-volume solution for potential f(r) cos(theta), sphere radius 1.
# Logarithmic radial grid; the interface and charged shells lie on nodes.
step = 0.005
log_r = step * np.arange(-1000, 1401)
radius = np.exp(log_r)
face_log = log_r[:-1] + step/2
face_r = np.exp(face_log)
SHELL, SURFACE, INSIDE, OUTSIDE = 400, 1000, 500, 1300


def radial_potential(eps_in, eps_out, far_field=0.0, node=None, charge=0.0):
    eps = np.where(face_log < 0, eps_in, eps_out)
    flux = eps * face_r / step
    angular = 2*(eps[:-1]*(radius[1:-1] - face_r[:-1])
                 + eps[1:]*(face_r[1:] - radius[1:-1]))
    bands = np.zeros((3, len(radius)))
    bands[1] = 1.0
    bands[1, 1:-1] = -(flux[:-1] + flux[1:]) - angular
    bands[0, 1] = -np.exp(-step)
    bands[0, 2:] = flux[1:]
    bands[2, :-2] = flux[:-1]
    rhs = np.zeros(len(radius))
    rhs[-1] = -far_field * radius[-1]
    if node is not None:
        rhs[node] = -charge
    return solve_banded((1, 1), bands, rhs)


def numerical_cavity_factor(eps_in, eps_out):
    f = radial_potential(eps_in, eps_out, far_field=1.0)
    return -f[INSIDE] / radius[INSIDE]


def numerical_outside_dipole(eps_in, eps_out):
    # A small shell with charge proportional to cos(theta), unit moment.
    f = radial_potential(eps_in, eps_out, node=SHELL,
                         charge=3/radius[SHELL])
    return f[OUTSIDE] * radius[OUTSIDE]**2 * eps_out


cavity = 3*k_static / (2*k_static + e_high)
cavity_num = numerical_cavity_factor(e_high, k_static)
outside_num = numerical_outside_dipole(e_high, k_static)
gas_ratio_num = numerical_outside_dipole(e_high, 1.0)
assert abs(cavity_num/cavity - 1) < 2e-4
assert abs(outside_num/cavity - 1) < 2e-4
assert abs(gas_ratio_num*(e_high + 2)/3 - 1) < 2e-4

# The polarized sphere must have the same field as the liquid around it.
f_self = radial_potential(e_high, k_static, far_field=1.0, node=SURFACE,
                          charge=k_static - e_high)
field_self = -f_self[INSIDE] / radius[INSIDE]
assert abs(field_self - 1) < 1e-3


# Fluctuation formula on two coupled unit dipoles, by direct quadrature.
def langevin(x):
    return 1/np.tanh(x) - 1/x


nodes, weights = np.polynomial.legendre.leggauss(24)
phi = 2*np.pi*np.arange(32)/32
c1 = nodes[:, None, None]
c2 = nodes[None, :, None]
cos_pair = c1*c2 + np.sqrt((1-c1**2)*(1-c2**2))*np.cos(phi)
w_pair = weights[:, None, None]*weights[None, :, None]


def pair_moment(coupling, x):
    boltz = w_pair*np.exp(coupling*cos_pair + x*(c1 + c2))
    return np.sum(boltz*(c1 + c2)) / np.sum(boltz)


coupling = 2.0
x_small = 1e-3
slope = (pair_moment(coupling, x_small)
         - pair_moment(coupling, -x_small)) / (2*x_small)
g_pair = 1 + langevin(coupling)
assert abs(slope - 2*g_pair/3) < 1e-5

# Tetrahedral hydrogen bond, acceptor turned freely about the bond axis.
bond = np.array([1, 1, 1])/np.sqrt(3)
lone_pair = np.array([1, -1, -1])/np.sqrt(3)
dipole_axis = np.array([0.0, 0.0, 1.0])
turn_axis = lone_pair - bond
turn_axis = turn_axis/np.linalg.norm(turn_axis)
place = Rotation.from_rotvec(np.pi*turn_axis)
assert np.allclose(place.apply(lone_pair), -bond)
acceptor = place.apply(dipole_axis)
angles = 2*np.pi*np.arange(36)/36
turned = Rotation.from_rotvec(angles[:, None]*bond).apply(acceptor)
cos_tetra = np.mean(turned @ dipole_axis)
assert abs(cos_tetra - 1/3) < 1e-10

# Inversion, then forward recovery from numerical electrostatics alone.
g_water = correlation_factor(k_static, e_high, mu)
assert abs(g_water - 2.8) < 0.05


def forward_permittivity(g):
    source = mu / gas_ratio_num
    response = number_density*g*source**2/(3*const.epsilon_0*thermal)

    def mismatch(k):
        return e_high + response*numerical_cavity_factor(e_high, k) - k
    return brentq(mismatch, 2.0, 300.0)


k_forward = forward_permittivity(g_water)
k_uncorrelated = permittivity_from_g(1.0, e_high)
cos_four = (g_water - 1)/4
g_two = 1 + 2*cos_four
k_two = permittivity_from_g(g_two, e_high)
assert abs(k_forward/k_static - 1) < 1e-3
assert abs(forward_permittivity(1.0)/k_uncorrelated - 1) < 1e-3
assert abs(forward_permittivity(g_two)/k_two - 1) < 1e-3

# Sizes of neglected effects and sensitivity to the model inputs.
m_source = (e_high + 2)*mu/3
g_e2 = correlation_factor(k_static, 2.0, mu)
g_e4 = correlation_factor(k_static, 4.0, mu)
g_dipole = correlation_factor(k_static, e_high, 1.1*mu)
field_mv_cm = 1.0
x_single = m_source*cavity*field_mv_cm*1e8/thermal
x_cluster = g_water*x_single
saturation = 1 - 3*langevin(x_cluster)/x_cluster
boltz_one = weights*np.exp(x_cluster*nodes)
mean_cos = np.sum(boltz_one*nodes)/np.sum(boltz_one)
assert abs(mean_cos - langevin(x_cluster)) < 1e-10

numerator = (k_static - e_high)*(2*k_static + e_high)
denominator = k_static*(e_high + 2)**2
dipole_term = number_density*mu**2/(9*const.epsilon_0*thermal)
print(f"Static permittivity k: {k_static:.1f} (no unit)")
print(f"High-frequency permittivity e: {e_high:.2f} (no unit)")
print(f"Gas dipole: {mu_debye:.2f} D")
print(f"Gas dipole in SI: {mu:.4e} C m")
print(f"Temperature: {temperature:.0f} K")
print(f"Mass density: {density_g_cm3:.3f} g/cm3")
print(f"Molar mass: {molar_mass_g:.3f} g/mol")
print(f"Number density: {number_density*1e-27:.3f} nm^-3")
print(f"Thermal energy kB T: {thermal:.4e} J")
print(f"k-e: {k_static-e_high:.2f} (no unit)")
print(f"2k+e: {2*k_static+e_high:.2f} (no unit)")
print(f"(k-e)(2k+e): {numerator:.1f} (no unit)")
print(f"k(e+2)^2: {denominator:.1f} (no unit)")
print(f"Left side of equation: {numerator/denominator:.3f} (no unit)")
print(f"N mu^2/(9 eps0 kB T): {dipole_term:.3f} (no unit)")
print(f"Correlation factor g: {g_water:.3f} (no unit)")
print(f"Source dipole m: {m_source/debye:.3f} D")
print(f"Cavity factor G, formula: {cavity:.5f} (no unit)")
print(f"Cavity factor G, grid: {cavity_num:.5f} (no unit)")
print(f"Outside dipole / m, grid: {outside_num:.5f} (no unit)")
print(f"Gas dipole / m, formula: {3/(e_high+2):.5f} (no unit)")
print(f"Gas dipole / m, grid: {gas_ratio_num:.5f} (no unit)")
print(f"Self-consistent field / E, grid: {field_self:.5f} (no unit)")
print(f"Pair test, coupling / kB T: {coupling:.1f} (no unit)")
print(f"Pair test, response slope: {slope:.5f} (no unit)")
print(f"Pair test, 2g/3: {2*g_pair/3:.5f} (no unit)")
print(f"k recovered by forward search: {k_forward:.2f} (no unit)")
print(f"Mean cosine if four neighbours: {cos_four:.3f} (no unit)")
print(f"Mean cosine, free tetrahedral bond: {cos_tetra:.3f} (no unit)")
print(f"g, free tetrahedral bonds: {1+4*cos_tetra:.3f} (no unit)")
print(f"k for g=1: {k_uncorrelated:.1f} (no unit)")
print(f"g with two such neighbours: {g_two:.3f} (no unit)")
print(f"k with two such neighbours: {k_two:.1f} (no unit)")
print(f"g if e=2.0: {g_e2:.2f} (no unit)")
print(f"g if e=4.0: {g_e4:.2f} (no unit)")
print(f"g if dipole is 10% larger: {g_dipole:.2f} (no unit)")
print(f"Trial field for saturation: {field_mv_cm:.1f} MV/cm")
print(f"Single-dipole energy / kB T: {x_single:.3f} (no unit)")
print(f"Rigid-cluster energy / kB T: {x_cluster:.3f} (no unit)")
print(f"Rigid-cluster loss of response: {100*saturation:.1f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Static permittivity k: 78.4 (no unit)
High-frequency permittivity e: 1.78 (no unit)
Gas dipole: 1.85 D
Gas dipole in SI: 6.1709e-30 C m
Temperature: 298 K
Mass density: 0.997 g/cm3
Molar mass: 18.015 g/mol
Number density: 33.328 nm^-3
Thermal energy kB T: 4.1143e-21 J
k-e: 76.62 (no unit)
2k+e: 158.58 (no unit)
(k-e)(2k+e): 12150.4 (no unit)
k(e+2)^2: 1120.2 (no unit)
Left side of equation: 10.847 (no unit)
N mu^2/(9 eps0 kB T): 3.871 (no unit)
Correlation factor g: 2.802 (no unit)
Source dipole m: 2.331 D
Cavity factor G, formula: 1.48316 (no unit)
Cavity factor G, grid: 1.48320 (no unit)
Outside dipole / m, grid: 1.48317 (no unit)
Gas dipole / m, formula: 0.79365 (no unit)
Gas dipole / m, grid: 0.79366 (no unit)
Self-consistent field / E, grid: 1.00004 (no unit)
Pair test, coupling / kB T: 2.0 (no unit)
Pair test, response slope: 1.02488 (no unit)
Pair test, 2g/3: 1.02488 (no unit)
k recovered by forward search: 78.40 (no unit)
Mean cosine if four neighbours: 0.450 (no unit)
Mean cosine, free tetrahedral bond: 0.333 (no unit)
g, free tetrahedral bonds: 2.333 (no unit)
k for g=1: 28.6 (no unit)
g with two such neighbours: 1.901 (no unit)
k with two such neighbours: 53.5 (no unit)
g if e=2.0: 2.50 (no unit)
g if e=4.0: 1.10 (no unit)
g if dipole is 10% larger: 2.32 (no unit)
Trial field for saturation: 1.0 MV/cm
Single-dipole energy / kB T: 0.280 (no unit)
Rigid-cluster energy / kB T: 0.785 (no unit)
Rigid-cluster loss of response: 3.9 %
ALL CHECKS PASSED
```
